# Why one in-focus point image hides the sign of even aberrations

A camera in the focal plane records the squared modulus of a complex field. If the amplitude in the lens pupil is symmetric under inversion, reversing the sign of the whole even part of the phase turns the field of a point image into its complex conjugate. The modulus is the same at every point, so two different wavefronts give one and the same image. More light, finer pixels or a better fitting routine cannot separate them. A suitable known even phase can, and a simple choice is a deliberate defocus of known direction.

Two terms used below need care. "Even" refers to the whole even part: the relative signs of two even aberrations can still be seen. "In focus" means that no known even phase has been added. Defocus is itself even, so an unknown focus error belongs to the part whose sign is lost.

## The pupil and the image

Let \(\mathbf u\) be the pupil coordinate, with \(|\mathbf u|\le 1\), and let \(\mathbf x\) be the position in the image plane. The pupil function is

\[
P(\mathbf u)=A(\mathbf u)\,e^{i[e(\mathbf u)+o(\mathbf u)]},
\]

where \(A\) is real and \(A(-\mathbf u)=A(\mathbf u)\). The phase is split into an even part, \(e(-\mathbf u)=e(\mathbf u)\), and an odd part, \(o(-\mathbf u)=-o(\mathbf u)\). Spherical aberration, astigmatism and defocus are even; coma and tilt are odd. A path error \(W\) gives the phase \(2\pi W/\lambda\).

For a point object, scalar diffraction gives the field \(U=\mathcal F[P]\), with

\[
\mathcal F[f](\mathbf x)=\frac1\pi\int_{|\mathbf u|\le1} f(\mathbf u)\,e^{ik\,\mathrm{NA}\,\mathbf u\cdot\mathbf x}\,d^2u ,\qquad k=\frac{2\pi}{\lambda}.
\]

The intensity is \(I=|U|^2\). The factor \(1/\pi\) makes the peak equal to 1 for \(A=1\) and no aberration.

## The reversal

Conjugate the pupil function and invert its argument:

\[
P^*(-\mathbf u)=A(-\mathbf u)\,e^{-i[e(-\mathbf u)+o(-\mathbf u)]}
=A(\mathbf u)\,e^{i[-e(\mathbf u)+o(\mathbf u)]}.
\]

Conjugation changes the sign of both phases, and inversion changes the odd one back. The result is the pupil with only \(e\) reversed. Its field is

\[
U'(\mathbf x)=\frac1\pi\int P^*(-\mathbf u)\,e^{ik\,\mathrm{NA}\,\mathbf u\cdot\mathbf x}d^2u
=\frac1\pi\int P^*(\mathbf u)\,e^{-ik\,\mathrm{NA}\,\mathbf u\cdot\mathbf x}d^2u
=U^*(\mathbf x).
\]

The middle step substitutes \(\mathbf u\to-\mathbf u\), which maps the disc onto itself. Hence \(I'=|U^*|^2=I\). Nothing was assumed about the size of the phases.

To see what the camera loses, write \(e^{ie}=\cos e+i\sin e\), so that

\[
U=R+iQ,\qquad R=\mathcal F[A\cos e\,e^{io}],\qquad Q=\mathcal F[A\sin e\,e^{io}].
\]

Both \(R\) and \(Q\) are real, because each pupil function in brackets equals its own conjugate at the inverted point. Therefore \(I=R^2+Q^2\). Reversing \(e\) sends \(Q\) to \(-Q\), and the square removes that sign.

The odd part behaves differently. Reversing \(o\) alone gives the pupil \(P(-\mathbf u)\), hence the field \(U(-\mathbf x)\) and the image \(I(-\mathbf x)\). The image is turned through half a turn, which is visible unless it already had that symmetry.

Small phases show the same contrast in orders. Take \(A=1\) and let \(a=\mathcal F[1]\), the real amplitude of the ideal image. For an even phase alone, \(\mathcal F[e]\) and \(\mathcal F[e^2]\) are real, and to second order

\[
U\simeq a+i\mathcal F[e]-\tfrac12\mathcal F[e^2],\qquad
I\simeq a^2+\mathcal F[e]^2-a\,\mathcal F[e^2].
\]

The first-order field is in quadrature with \(a\), so the image changes at second order. For an odd phase, \(\mathcal F[o]=ic\) with \(c\) real. Then \(U\simeq a-c\) and \(I\simeq a^2-2ac\), a first-order change that carries the sign.

## What a known defocus adds

Let the time factor be \(e^{-i\omega t}\), and move the camera by \(z\) along the direction of propagation. Apart from a constant, the pupil phase gains

\[
d(\mathbf u)=kz\left[\sqrt{1-\mathrm{NA}^2u^2}-1\right].
\]

This is even. Applying the reversal to the total even phase \(e+d\) gives \(I(e,d)=I(-e,-d)\). Since \(d\) is odd in \(z\) for this law, the reversed lens has the same stack of images in the opposite order along \(z\).

This also shows why searching for the sharpest image does not help when the true focal position is unknown. If the lens with phase \(e\) has its highest peak at \(z_b\), the lens with \(-e\) has it at \(-z_b\), and the two images found there are identical. A single defocused image of unknown direction leaves the same ambiguity. What helps is a displacement whose direction is known. Even then, one defocused image decides only between \(e\) and \(-e\). If \(e\) is wholly unknown, the even phase \(-e-2d\) gives the same defocused image, because its total with \(d\) is \(-(e+d)\). A second image with a different known defocus separates these two in general.

To find the signal, let the even phase be \(se+d\) with \(s=\pm1\). The addition theorems give

\[
\cos(se+d)=\cos e\cos d-s\sin e\sin d,
\]
\[
\sin(se+d)=s\sin e\cos d+\cos e\sin d .
\]

Define four real fields:

\[
C_1=\mathcal F[A\cos e\cos d\,e^{io}],\quad S_1=\mathcal F[A\sin e\sin d\,e^{io}],
\]
\[
S_2=\mathcal F[A\sin e\cos d\,e^{io}],\quad C_2=\mathcal F[A\cos e\sin d\,e^{io}].
\]

Then \(I_s=(C_1-sS_1)^2+(sS_2+C_2)^2\). The squares do not depend on \(s\), while the cross terms do:

\[
I_+-I_-=4\,(S_2C_2-C_1S_1).
\]

The known phase acts as a reference against which the unknown one is read. For \(d=0\) both \(C_2\) and \(S_1\) vanish, and so does the difference. For small phases, \(A=1\) and \(o=0\), it becomes

\[
I_+-I_-\simeq4\left(\mathcal F[e]\,\mathcal F[d]-a\,\mathcal F[ed]\right),
\]

which is linear in the unknown phase.

There is a direct physical reading. In the paraxial limit, with the carrier \(e^{ikz}\) removed, the field obeys \(\partial_zU=(i/2k)\nabla^2U\), where \(\nabla\) acts in the image plane. Hence

\[
\partial_zI=2\,\mathrm{Re}(U^*\partial_zU)=-\frac1k\,\mathrm{Im}(U^*\nabla^2U)
=-\frac1k\nabla\cdot\mathrm{Im}(U^*\nabla U).
\]

The last step holds because the extra term \(|\nabla U|^2\) is real. Replacing \(U\) by \(U^*\) reverses the sideways flow of energy, \(\mathrm{Im}(U^*\nabla U)\). At focus the two lenses have equal intensity and opposite flow. One image shows where the light is; a second plane shows where it is going.

## Two even aberrations together

The same cross term explains why relative signs survive. With spherical aberration \(e_s\) and astigmatism \(e_a\) both present, reverse only \(e_a\). The phase \(e_s\) now plays the part of \(d\), and the image changes in general. The pair \((e_s,e_a)\) can be confused with \((-e_s,-e_a)\), but this argument does not confuse it with \((e_s,-e_a)\).

Pure astigmatism is a special case. Its phase varies as \(u^2\cos2\theta\), which changes sign under a quarter turn. For an amplitude with the same fourfold symmetry, the turned image is the image of the reversed phase, and in focus that is the original image. The astigmatic spot at \(z=0\) therefore has fourfold symmetry. Away from focus the defocus is not reversed by the turn, and this symmetry is lost.

## An extreme-ultraviolet example

Take \(\lambda=13.5\) nm, \(\mathrm{NA}=0.33\) and \(A=1\). The rms path errors are 0.40 nm of spherical aberration, 0.25 nm of astigmatism and 0.30 nm of coma, in the orthogonal forms

\[
\sqrt5(6u^4-6u^2+1),\quad \sqrt6\,u^2\cos2\theta,\quad \sqrt8(3u^3-2u)\cos\theta .
\]

They add in squares: \(\sqrt{0.40^2+0.25^2+0.30^2}=0.559\) nm, or 0.041 waves. The even phase alone has the rms value \(2\pi\sqrt{0.40^2+0.25^2}/13.5=0.22\) rad.

The natural lateral length is \(\lambda/\mathrm{NA}=40.9\) nm, and the natural depth is \(\lambda/(2\,\mathrm{NA}^2)=62\) nm. A displacement of 30 nm is about half that depth and gives \(-0.78\) rad at the pupil edge. In an ideal lens it would lower the axial intensity to 0.950.

The intensities along the \(x\) axis, in units of the ideal peak, are as follows. Here \(\pm\) marks the sign of \(e\), and the coma is held fixed.

| \(x\) (nm) | \(z=0\), both signs | \(z=30\) nm, \(+\) | \(z=30\) nm, \(-\) |
|---:|---:|---:|---:|
| −24 | 0.0017 | 0.0025 | 0.0111 |
| −12 | 0.3619 | 0.3316 | 0.3545 |
| 0 | 0.9348 | 0.8882 | 0.8895 |
| 12 | 0.3946 | 0.3548 | 0.4051 |
| 24 | 0.0083 | 0.0059 | 0.0273 |

The largest differences quoted here and below are taken on a grid with 4 nm spacing; a finer grid raises some of them by up to about 2 % of their value. In focus, the largest difference between the two signs over the whole computed image is \(10^{-13}\) % of the peak, the level of rounding error. This is not because the aberrations are too weak to see: they change the ideal image by up to 6.5 % of the peak. Reversing the coma changes it by up to 4.0 %, and reversing the astigmatism alone by 0.73 %.

At \(z=30\) nm the largest difference on the computed grid is 5.2 % of the peak. It lies at \(x=16\) nm, \(y=0\), where the intensities are 0.157 and 0.209. At \(x=\pm24\) nm the absolute differences are smaller, but the two signs differ by a factor of more than four. These points lie near the first dark ring of the ideal image, where little other light covers the difference.

The centre is a poor place to look. There \(\mathcal F\) is the pupil average \(\langle\cdot\rangle\), and the small-phase difference is

\[
I_+-I_-\simeq4\left(\langle e\rangle\langle d\rangle-\langle ed\rangle\right)=-4\,\mathrm{cov}(e,d).
\]

On the disc \(\langle u^n\rangle=2/(n+2)\). For the spherical term this gives

\[
\langle6u^4-6u^2+1\rangle=2-3+1=0,
\]
\[
\langle(6u^4-6u^2+1)u^2\rangle=\tfrac32-2+\tfrac12=0 .
\]

Its covariance with quadratic defocus is therefore zero. That of the astigmatism vanishes on averaging over angle. Only the quartic and higher terms of \(d\) contribute, and they give \(+0.125\) % of the peak. The full calculation gives \(-0.125\) %. The sign is opposite, so the second-order formula fails here. On the axis the intensity is unchanged when the total phase is reversed, so the expansion has no third-order term. Terms of fourth and higher order must supply the missing \(-0.250\) %. The fourth order gives \(-0.278\) % and the sixth \(+0.029\) %. They matter because the second-order term is almost cancelled. More than half of the fourth-order term involves the coma: without coma the full difference is \(+0.029\) % and the sign is not reversed. The near equality of the two magnitudes has no significance in this derivation.

## How much light the decision needs

Suppose everything except the sign of \(e\) is known, including the direction of the 30 nm displacement. Let \(p_i^\pm\) be the probabilities that a photon lands in pixel \(i\), and \(n_i\) the counts. The sign of

\[
L=\sum_i n_i\ln\frac{p_i^+}{p_i^-}
\]

decides between the two wavefronts. Take Poisson counts and a window of 41 by 41 pixels, each 4 nm wide, and approximate \(p_i^\pm\) by the normalized intensity at the pixel centre. A mean of about 125 photons in the window then gives a wrong decision in 2 % of cases, averaged over the two signs. A normal distribution for \(L\) would predict 3.0 % at that number; the actual distribution is skewed. If the intensity is instead integrated over the area of each pixel, the error at the same number of photons rises to about 2.5 %, and about 138 photons are needed to return to 2 %.

This is the cost of one binary decision with an ideal detector and no background, not of measuring a wavefront. The 4 nm pixels are measured on the image scale: a camera with 10 µm pixels would need a further magnification of 2500 to reach them, and coarser sampling needs more photons. At \(z=0\) the probabilities are equal, \(L\) is zero for every set of counts, and no number of photons is enough.

## What preserves the ambiguity and what breaks it

A finite round pinhole, lit coherently at normal incidence, multiplies the pupil by a real even function. This changes \(A\) but not its symmetry. For a diameter of 20 nm on the image scale, and with each image scaled to its own ideal peak, the image changes by up to 2.9 % of that peak, and the sign remains hidden. A finite bandwidth adds intensities, each of which has the symmetry. A flat 2 % band, with path errors fixed in nanometres as for mirrors, changes the image by 0.003 % of the peak if each wavelength is scaled to its own ideal peak, and by less than 0.01 % if the variation of that peak with wavelength is included.

Linearly polarized and unpolarized light also keep the ambiguity. In an aplanatic lens with linearly polarized input, each Cartesian field component has an additional real pupil factor. The transverse factors are even and the longitudinal one is odd. Reversal of \(e\) then gives \(U_j'=\pm U_j^*\), and the sum of \(|U_j|^2\) is unchanged. Unpolarized light adds the intensities of two such inputs, so the result holds there too. Circular polarization is not covered: it adds the fields of the two inputs with a quarter-cycle phase between them, the pupil factors become complex, and the argument fails. For unpolarized light the vector calculation moves the example's image by 0.75 % of the peak.

An unsymmetric amplitude does break the result. The first step of the proof then gives \(A(-\mathbf u)\) in place of \(A(\mathbf u)\), so the proof guarantees an unchanged image only when the amplitude is inverted along with the reversal of \(e\). With \(A=1+0.05\,u_x\) held fixed, the two signs differ by up to 0.54 % of the peak in focus. To use this difference one must know the amplitude.

A focus offset of 5 nm separates the signs by 0.90 %. This is near one sixth of the 5.2 % found at 30 nm, as expected from a difference linear in small \(d\). If the direction of the offset is unknown, it becomes part of the ambiguity instead of resolving it.

The object can also supply the reference. Two coherent pinholes at \(x=\pm b\), with relative phase \(\alpha\), multiply the pupil by

\[
S(\mathbf u)=e^{-iq}+e^{i\alpha}e^{iq},\qquad q=k\,\mathrm{NA}\,u_xb .
\]

For \(\alpha=0\) this is \(2\cos q\), and for \(\alpha=\pi\) it is \(-2i\sin q\). Both satisfy \(S^*(-\mathbf u)=S(\mathbf u)\), so the ambiguity remains. For \(\alpha=\pi/2\),

\[
S^*(-\mathbf u)=e^{-iq}-ie^{iq}\ne S(\mathbf u)=e^{-iq}+ie^{iq}.
\]

With \(b=30\) nm, reversing \(e\) in focus then changes the image by up to 13.8 % of the single-pinhole peak. A phase object can thus reveal in one focal image what a point cannot, provided the sign of its own phase is known: reversing \(e\) and \(\alpha\) together leaves the image unchanged.

## Relation to a real exposure tool

The wavelength and aperture are those of an extreme-ultraviolet scanner. The total error of 0.56 nm rms is deliberately large; a few tenths of a nanometre or less is a rough figure for a well-adjusted lens. For smaller aberrations the defocus signal falls in proportion to \(e\) at leading order, so more photons are needed.

The symmetric pupil is an assumption that can fail in practice. Reflective masks are lit obliquely, and their absorbers have finite height, so a real pinhole can send unequal amplitudes and extra phases into opposite sides of the pupil. The 0.54 % found for a 5 % amplitude tilt illustrates the amplitude effect; it is not a prediction for a particular mask, where the effect may be larger. A photoresist also adds blur and its own statistics, which the photon estimate omits. Under the model's assumptions, a test for the sign of even aberrations needs a known reference, such as a focus step of known direction or an object with a suitable known phase. Reversing the direction of the step exchanges the two defocused columns of the table.

## Numbers as computed

```
wavelength 13.5 nm, NA 0.33
rms path: spherical 0.40, astigmatism 0.25, coma 0.30 nm
total rms path 0.559 nm = 0.0414 waves
rms even phase 0.2195 rad
length wavelength/NA 40.91 nm
depth wavelength/(2 NA^2) 62.0 nm
defocus step 30 nm, pupil-edge phase -0.7822 rad
ideal lens, axial intensity at step 0.9501, paraxial 0.9528
intensity on x axis (unaberrated peak = 1); e+ and e- are the two signs
x/nm   z=0:e+  z=0:e-  z=+30:e+ z=+30:e- z=-30:e+ z=-30:e-
 -48  0.00256  0.00256  0.00062  0.00553  0.00553  0.00062
 -36  0.03240  0.03240  0.03756  0.02955  0.02955  0.03756
 -24  0.00169  0.00169  0.00249  0.01112  0.01112  0.00249
 -12  0.36191  0.36191  0.33157  0.35454  0.35454  0.33157
   0  0.93480  0.93480  0.88822  0.88947  0.88947  0.88822
  12  0.39459  0.39459  0.35480  0.40506  0.40506  0.35480
  24  0.00830  0.00830  0.00587  0.02731  0.02731  0.00587
  36  0.00632  0.00632  0.01132  0.00516  0.00516  0.01132
  48  0.00349  0.00349  0.00163  0.00509  0.00509  0.00163
largest image differences, in % of unaberrated peak:
  aberrated vs ideal, z=0: 6.520
  even sign reversed, z=0: 1.0e-13
  same, strong phases, symmetric amplitude: 1.0e-13
  even sign reversed, z=+30 nm: 5.239
    found at x=16 nm, y=0 nm
    e+ 0.15692, e- 0.20931 (peak = 1)
    on axis, e+ minus e-: -0.1249
    on axis, -4 cov(e,d): 0.1251
  odd sign reversed, z=0: 3.983
  astigmatism alone reversed, z=0: 0.727
  pure astigmatism vs quarter turn, z=0: 1.2e-13
  pure astigmatism vs quarter turn, z=+30 nm: 2.620
small-phase change on doubling: even x3.999, odd x2.002
two pinholes 60 nm apart, even sign reversed, % of single peak:
  0 deg: 1.67e-13, 90 deg: 1.38e+01, 180 deg: 1.33e-13
neglected effects that keep the ambiguity, image change in % of peak:
  vector field 0.754%, 2% bandwidth 0.003%
  pinhole of 20 nm diameter 2.910%
neglected effects that break it, sign difference in % of peak:
  focus error 5 nm: 0.902%
  amplitude tilt 5% at edge: 0.544%
mean photons in window for sign at z=+30 nm, 2% error: 125
  window 160 nm wide, pixel 4 nm, light share 0.9524
  wrong-sign rate: exact 0.0200, simulated 0.0180
  normal law would give 0.0297; skewness of log ratio 0.432
```
